# Why open p shells can flip in LDA but lock in Hartree-Fock

When a self-consistent calculation on an atom with a partly filled p shell does not settle, one must decide what to change: the mixing, the occupations or the starting orbitals. When the trouble lies in the occupations of the p orbitals, the answer depends on the sign of one number. If filling a p orbital pushes it above its empty partners, the next aufbau step empties it again, and fractional occupations are the remedy. If filling it pulls it below them, the first choice is confirmed at every step, and the starting guess deserves the attention.

In the model below, Hartree-Fock always belongs to the second class. The local density approximation (LDA) can belong to the first, but it need not. A p shell with one fixed radial function shows why.

## The model

Let the real orbitals $p_x,p_y,p_z$ share a radial function $R(r)$, normalized by $\int R^2r^2\,dr=1$. Their occupations $f_m$ lie between 0 and 2, and all shells beneath are closed. The orbitals are frozen: only the $f_m$ change. A level $e_m$ is the expectation value of the Fock or Kohn-Sham operator in orbital $m$. Until spin polarization is discussed, both spins have the same density. The algebra is in atomic units.

The closed shells are spherical, so their Coulomb and exchange operators shift the three levels equally. Any splitting must come from the p electrons themselves, or from the way their density changes a nonlinear potential.

With $n_m$ the Cartesian components of the unit vector $\mathbf r/r$, the density of one electron in orbital $m$ is

$$\rho_m=\frac{3}{4\pi}R^2n_m^2=\frac{R^2}{4\pi}\,[1+2P_2(n_m)],\qquad P_2(u)=\frac{3u^2-1}{2}.$$

The Coulomb interaction is expanded as $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)$, where $\gamma$ is the angle between the two position vectors. The radial integrals are

$$F_k=\iint R^2(r)R^2(r')\frac{r_<^k}{r_>^{k+1}}\,r^2r'^2\,dr\,dr'.$$

Averaging $P_k(\cos\gamma)$ times a spherical harmonic of degree $k$ over one direction returns that harmonic divided by $2k+1$; other degrees give zero. Hence

$$J_{mj}=F_0+\frac{4F_2}{5}\,\langle P_2(n_m)P_2(n_j)\rangle ,$$

with angle brackets for an average over the sphere. The average of $P_2^2$ is $1/5$. Because $P_2(n_x)+P_2(n_y)+P_2(n_z)=0$, multiplying by $P_2(n_z)$ and averaging gives $1/5+2\langle P_2(n_x)P_2(n_z)\rangle=0$, so the mixed average is $-1/10$. Therefore

$$J_{zz}=F_0+\frac{4}{25}F_2,\qquad J\equiv J_{xz}=F_0-\frac{2}{25}F_2 .$$

The exchange integral is the self-repulsion of the product $p_xp_z=(3/4\pi)R^2n_xn_z$, which is purely of degree 2:

$$K\equiv K_{xz}=\frac{9F_2}{5}\langle n_x^2n_z^2\rangle=\frac{3}{25}F_2 .$$

Here $\langle n_x^2n_z^2\rangle=1/15$, because $\langle n_z^2\rangle=1/3$ must equal $\langle n_z^4\rangle+2\langle n_x^2n_z^2\rangle$ and $\langle n_z^4\rangle=1/5$. Subtracting the two Coulomb integrals gives

$$J_{zz}-J=\frac{6}{25}F_2=2K .$$

An electron thus repels its own orbital more than a neighbouring one, but only by $2K$. The large monopole part $F_0$ is common to both.

## Hartree-Fock: the occupied orbital sinks

Put one spin-up electron in $p_z$. Apart from the common shift, the spin-up levels are

$$e_z=J_{zz}-K_{zz}=0,\qquad e_x=J-K,$$

since $K_{zz}=J_{zz}$. The occupied orbital lies below its empty partner by $J-K$.

Two effects make up this gap. The Hartree term raises $p_z$ relative to $p_x$ by $2K$. Exchange lowers $p_z$ by $J_{zz}$ and $p_x$ by $K$, a relative lowering of $J_{zz}-K=J+K$. The sum is $2K-(J+K)=-(J-K)$. Thus $J-K$ is the net gap, not the exchange contribution alone.

Two parallel electrons in $p_x$ and $p_y$ give the same gap. The orbital $p_x$ interacts with $p_y$ and has level $J-K$; the empty $p_z$ interacts with both and has level $2(J-K)$.

For spin-restricted occupations, each electron acts through exchange with half its weight, because half of it has the spin in question:

$$e_m=\text{const}+\sum_j\left(J_{mj}-\tfrac12K_{mj}\right)f_j .$$

The coefficient is $J_{zz}/2$ for $j=m$ and $J-K/2$ otherwise. With $N=\sum_jf_j$,

$$e_m=\text{const}+\left(J-\tfrac12K\right)N+\kappa_{\rm HF}f_m,$$

$$\kappa_{\rm HF}=\tfrac12J_{zz}-J+\tfrac12K=-\tfrac12(J-3K),$$

where the last step used $J_{zz}=J+2K$. Hence $e_z-e_x=\kappa_{\rm HF}(f_z-f_x)$. For a pair in $p_z$ the splitting is $-(J-3K)$: the second electron brings another Hartree raise of $2K$, but no further same-spin exchange.

The sign is fixed for every p shell in this model. Since $r_<^2/r_>^3\le 1/r_>$, we have $F_2<F_0$, and so

$$J-K=F_0-\tfrac15F_2>0,\qquad J-3K=F_0-\tfrac{11}{25}F_2>0 .$$

## LDA: two small terms compete

In LDA, occupied and empty orbitals feel the same multiplicative potential. The term $F_0$ therefore enters both levels equally and cancels from the splitting. The Hartree contribution is

$$\sum_jJ_{mj}f_j=JN+2Kf_m ,$$

which raises the filled orbital. Against this works the exchange potential $v_x=-(3n/\pi)^{1/3}$, which is deeper where the density $n$ is higher, and so favours the orbital that made the density high.

To find the balance, start from equal occupations $f_m=2/3$, as for two p electrons, where the total density $n_0(r)$ is spherical. Change the occupations by $\delta f_m$ with $\sum_m\delta f_m=0$. To leading order,

$$\delta v_x=-\frac13\left(\frac3\pi\right)^{1/3}n_0^{-2/3}\sum_j\rho_j\,\delta f_j .$$

In the expectation value over $\rho_m$, the two terms with $j\ne m$ have equal integrals, and their $\delta f_j$ add up to $-\delta f_m$. What remains is $-X\,\delta f_m$, with

$$X=\frac13\left(\frac3\pi\right)^{1/3}\int n_0^{-2/3}(\rho_z^2-\rho_z\rho_x)\,d^3r .$$

The angular integral is $4\pi(3/4\pi)^2(1/5-1/15)=3/(10\pi)$, so

$$X=\frac13\left(\frac3\pi\right)^{1/3}\frac{3}{10\pi}\int_0^\infty R^4n_0^{-2/3}r^2\,dr,\qquad \kappa_{\rm LDA}=2K-X .$$

Near equal occupations, LDA flips when $2K>X$. No inequality above guarantees this. The closed shells matter here: they increase $n_0$ and so reduce $X$, while $2K$ is untouched. The exchange potential responds less to a given anisotropy when it sits on a larger spherical background.

## Silicon with both 3p electrons in one orbital

The silicon atom has two 3p electrons. The restricted configuration $3p_z^2$ is not its ground state, but it is a choice that a spin-restricted aufbau calculation can make. The frozen 3p orbital comes from a nonrelativistic, exchange-only LDA calculation with equal occupations, in a basis of s and p functions. Its mean radius is 1.52 angstrom.

In this basis the radial integrals are $F_0=8.6396$ eV and $F_2=4.2169$ eV. The basis limit is 8.632 and 4.212 eV, so the frozen-orbital numbers derived from them carry a basis error of up to 0.01 eV. They give

$$J=8.6396-\tfrac{2}{25}(4.2169)=8.302\ \text{eV},\qquad K=\tfrac{3}{25}(4.2169)=0.506\ \text{eV}.$$

The Hartree-Fock gap for one p electron is then $J-K=7.80$ eV, and for the pair $J-3K=6.78$ eV, with the occupied orbital below in both cases.

For LDA, $2K=1.012$ eV and $X=0.575$ eV, so $\kappa_{\rm LDA}=0.437$ eV. The linear estimate for the pair is $2\kappa_{\rm LDA}=0.87$ eV. The full exchange potential gives $2.02-1.12=0.90$ eV, where the first term is $4K$ and the second is local exchange. The filled orbital is above the empty ones. Adding correlation in the VWN parametrization reduces the splitting to 0.79 eV without changing its sign.

If the closed-shell density is left out of the exchange potential and the same 3p orbital is kept, the splitting becomes $-0.36$ eV. (The bare-shell potential varies as $|n_z|^{2/3}$ near the nodal plane, and the 302-point angular grid of the numerical check gives $-0.40$ eV instead.) The Hartree part is still 2.02 eV, so the whole change is due to the stronger response of local exchange. Started from $3p_z^2$, integer aufbau would keep a bare pair in place even in LDA. This is a property of the integer configuration. At equal occupations of the bare shell, $2K$ and $X$ almost cancel, so the linear estimate $2\kappa_{\rm LDA}$ does not describe this splitting.

The signs also survive radial relaxation. The basis of s and p functions lets each orbital change its radial shape but allows no mixing with d or f functions, so angular screening by the other shells is not tested. With all orbitals relaxed in this sense for the fixed configuration $3p_z^2$, the occupied level is 0.88 eV above the empty one in exchange-only LDA and 6.44 eV below it in Hartree-Fock. The empty Hartree-Fock level is bound by only about 0.2 eV, and more diffuse functions reduce this gap to 6.39 eV.

## What the aufbau rule does with these levels

Starting from $3p_z^2$ and putting both electrons in the lowest level at each step, the frozen model gives the sequence $z,x,y,x,y,\ldots$ in LDA and $z,z,z,\ldots$ in Hartree-Fock. The absence of $z$ from the later LDA steps comes from the rule for ties: the two empty orbitals are degenerate, and the program takes the first in the order $x,y,z$. The physical content is that the orbital just filled is always rejected in this run.

The energy tells the same story. In the frozen model, differentiating the energy with respect to an occupation gives the level, $\partial E/\partial f_m=e_m$: the factor $1/2$ in the pair energy cancels because each occupation appears twice, and the derivative of the local exchange energy is the expectation value of $v_x$. Go from equal occupations to the pair along

$$f(s)=\left(\tfrac23,\tfrac23,\tfrac23\right)+s\left(-\tfrac23,-\tfrac23,\tfrac43\right),\qquad 0\le s\le1 .$$

Since $e_x=e_y$ on this path,

$$\frac{dE}{ds}=-\frac23(e_x+e_y)+\frac43e_z=\frac43(e_z-e_x).$$

For a linear splitting, $e_z-e_x=2\kappa s$, and integration gives $\Delta E=4\kappa/3$. In Hartree-Fock this is $\frac43(-3.392)=-4.52$ eV, so the integer choice wins. In LDA the linear formula gives 0.58 eV and the full integral 0.60 eV, so equal fractions win. The Hartree-Fock number compares a determinant with a fractional density inserted in the same restricted energy formula; it is not an excitation energy.

## Fractional occupations and mixing

Let the occupations follow a Fermi function of width $kT$,

$$f_m=\frac{2}{1+e^{(e_m-\mu)/kT}},\qquad \frac{\partial f_m}{\partial e_m}=-\frac{f_m(1-f_m/2)}{kT}.$$

At $f_m=2/3$ the derivative is $-4/(9kT)$. A small deviation $\delta f_m$ of zero sum changes the levels by $\kappa\,\delta f_m$, again of zero sum, so the chemical potential $\mu$ does not move to first order. One iteration therefore multiplies the deviation by

$$M=-\frac{4\kappa}{9kT}.$$

For positive $\kappa$ the deviation changes sign at each step: this is the flip-flop in its smooth form. It dies out if $kT>4\kappa/9$, which for the silicon example is $4(0.437)/9=0.194$ eV. At twice this width $M=-0.50$, and the iteration converges to equal occupations. At half this width $M=-2$, and the deviation grows; in the run shown, which starts with $f_x=f_y$ and keeps that symmetry, $f_z-f_x$ ends alternating between 1.50 and $-1.00$ electrons.

For negative $\kappa$ the multiplier is positive. Hartree-Fock at the larger width, 0.389 eV, has $M=3.88$: a small excess in $p_z$ grows without changing sign, and $f_z-f_x$ ends at 2.00.

Now mix a fraction $a$ of the new occupations with $1-a$ of the old, $0<a\le1$. The multiplier becomes

$$M_a=1-a+aM=1-a(1-M).$$

If $M<1$, then $M_a<1$, and convergence needs only $M_a>-1$, that is

$$a<\frac{2}{1-M}.$$

For $M=-2$ the limit is $a<2/3$. In the LDA run at the smaller width, $a=0.4$ gives $M_a=-0.2$ and converges, while $a=0.8$ gives $M_a=-1.4$ and does not. As $kT\to0$, $M\to-\infty$ and the permitted $a$ goes to zero. A fixed amount of linear mixing therefore cannot make integer aufbau settle at equal occupations.

If $M>1$, then $M_a=1+a(M-1)>1$ for every positive $a$. Damping slows the departure from equal occupations but does not prevent it. The Hartree-Fock run with $a=0.4$ locks as before. Which orbital wins is decided by the start, since the three axes are equivalent. A start with a deficit in $p_z$ and exactly $f_x=f_y$ ends at occupations $(1,1,0)$, which are left again once that symmetry is slightly broken.

## Where the contrast weakens

Allowing the spin densities $n_\sigma$ to differ changes the balance. The exchange potential is then $-(6n_\sigma/\pi)^{1/3}$, and an unpaired electron concentrates its anisotropy in one spin channel. With the same frozen orbitals and exchange only, the occupied-minus-empty splitting is $-0.11$ eV for one p electron and $+0.03$ eV for two parallel ones. The first locks weakly; the second barely flips. Both are tiny beside the Hartree-Fock gap of 7.80 eV. They are also comparable with, or smaller than, the 0.11 eV by which correlation changed the restricted pair, so their signs should not be trusted beyond this model. For one electron in a bare shell the splitting is $-1.37$ eV ($-1.42$ eV on the 302-point angular grid), a clear lock.

The practical choice follows from the sign of the splitting in the calculation at hand. The splitting at the integer configuration governs aufbau, and $\kappa$ governs small deviations from equal occupations; for the silicon pair with its core the two agree in sign, but they need not. If the orbital just filled rises above its empty partners, equal fractional occupations with enough smearing give a stable solution; if $\kappa$ is positive, so do less smearing and stronger damping. If it sinks, integer aufbau leads to an oriented shell chosen by the start. For negative $\kappa$, smearing does the same when $kT<f(1-f/2)|\kappa|$, where $f$ is the equal spin-restricted occupation; this is $4|\kappa|/9$ for two p electrons and differs for other fillings. The limit refers to small deviations: from an integer start, the Hartree-Fock pair stays partly oriented a few percent above it. In the free atom the orientations are equivalent, so for a restricted pair in a real orbital the start selects only an axis and leaves the energy unchanged. A complex start is different: the orbital $(p_x+ip_y)/\sqrt2$ has density $(\rho_x+\rho_y)/2$ and self-repulsion $(J_{zz}+J)/2=J_{zz}-K$, so in Hartree-Fock a pair placed there, which also locks, lies lower by $K$, about 0.5 eV in silicon. Starts with other spin couplings are not compared here. The numerical check tests the integrals, both feedback coefficients and the resulting iterations.

## Calculated quantities

```
Silicon atom, frozen 3p from equal-occupation LDA exchange
basis functions: 54
mean 3p radius: 1.5199 angstrom
F0: 8.6396 eV
F2: 4.2169 eV
J_zz: 9.3143 eV
J = J_xz: 8.3023 eV
K = K_xz: 0.5060 eV
2K, Hartree raise per electron: 1.0120 eV
J-K, HF gap for one p electron: 7.7963 eV
J-3K, HF gap for a pair: 6.7842 eV
X, local exchange response: 0.5747 eV
kappa LDA: 0.4374 eV
kappa HF: -3.3921 eV
Pair in 3p_z: occupied minus empty level
  Hartree part 4K: 2.0241 eV
  local exchange part: -1.1221 eV
  LDA exchange total: 0.9020 eV
  LDA with VWN correlation: 0.7938 eV
  HF total: -6.7842 eV
  LDA exchange, bare shell: -0.4049 eV
Spin-polarized LDA exchange: occupied minus empty
  one p electron: -0.1100 eV
  two parallel p electrons: 0.0283 eV
  one p electron, bare shell: -1.4169 eV
Energy of pair minus equal occupations
  LDA frozen: 0.6045 eV
  HF frozen: -4.5228 eV
  LDA relaxed: 0.5891 eV
  HF relaxed: -4.3296 eV
Relaxed pair: occupied minus empty level
  LDA: 0.8769 eV
  HF: -6.4435 eV
aufbau sequence LDA: zxyxyxyxy
aufbau sequence HF: zzzzzzzzz
smallest stable kT, plain LDA iteration: 0.1944 eV
kT high: 0.3888 eV
kT low: 0.0972 eV
multiplier at kT high, LDA: -0.5000
multiplier at kT high, HF: 3.8782
f_z-f_x after 30 steps, start 0.015 (electrons)
  LDA, kT high: 1.4e-11
  LDA, kT low, last two: -0.9974, 1.5000
  LDA, kT low, mixing 0.4: -7.8e-14
  LDA, kT low, mixing 0.8: 0.7373
  HF, kT high: 1.9993
  HF, kT high, mixing 0.4: 1.9993
```
